\section*{Second Sound in a Linear-Dispersion Phonon Gas in d Dimensions}

\section*{Problem}

A phonon gas in $d$ dimensions has the dispersion $\omega=vk$, with the same speed $v$ for every direction and every branch. Normal collisions conserve energy and crystal momentum. Use units with $\hbar=k_B=1$ in the algebra.

\begin{enumerate}
\item[(a)] Write the conservation laws for energy and momentum, and relate the energy flux to the momentum density.
\item[(b)] Assume that normal collisions are fast enough to hold the gas in local equilibrium and that nothing destroys momentum. Show that small temperature disturbances travel without damping at the speed $v/\sqrt d$. What happens without collisions?
\item[(c)] Find the leading damping when the normal collision time $\tau_N$ is finite and momentum is lost in a time $\tau_R\gg\tau_N$.
\item[(d)] Evaluate the ideal speed for NaCl at $5$ K and judge whether the assumptions hold there for a wavelength of $10^6$ angstrom. Take these rough values: lattice constant $a=5.6$ angstrom; $C_{11},C_{12},C_{44}=0.36,\,0.07,\,0.083$ eV/angstrom$^3$; Na mass $23$ u; Cl masses $35$ and $37$ u with shares $0.75$ and $0.25$.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Conservation laws}

Let $n(\mathbf k,\mathbf r,t)$ be the phonon occupation and let $\sum$ denote the sum over modes per unit volume. The occupation obeys
\begin{equation}
\partial_t n+\mathbf v_g\cdot\nabla n=\text{(collisions)},\qquad \mathbf v_g=\nabla_{\mathbf k}\,\omega=v\hat{\mathbf k}.
\end{equation}
Multiply by $\omega$ or by $k_i$ and sum. The collision terms vanish, because collisions conserve both totals:
\begin{align}
\partial_t e+\nabla\cdot\mathbf J&=0, & e&=\sum\omega n, & \mathbf J&=\sum\omega\mathbf v_g n,\\
\partial_t p_i+\partial_j\Pi_{ij}&=0, & \mathbf p&=\sum\mathbf k n, & \Pi_{ij}&=\sum k_i v_{g,j}n .
\end{align}
For linear dispersion $\omega\mathbf v_g=(vk)(v\hat{\mathbf k})=v^2\mathbf k$, so for any occupation
\begin{equation}
\mathbf J=v^2\mathbf p .
\end{equation}
Collisions that conserve momentum therefore cannot stop a uniform heat current.

\subsection*{(b) The wave}

Normal collisions leave unchanged the drifting Bose distribution
\begin{equation}
n=\frac{1}{e^{(\omega-\mathbf k\cdot\mathbf u)/T}-1}.
\end{equation}
The reason is that $\ln[(1+n)/n]=(\omega-\mathbf k\cdot\mathbf u)/T$ is a combination of conserved quantities, so forward and reverse collisions balance. To first order in the drift velocity $\mathbf u$,
\begin{equation}
n=n_0+(\mathbf k\cdot\mathbf u)(-n_0'),\qquad n_0=\frac1{e^{\omega/T}-1},\quad n_0'=\frac{\partial n_0}{\partial\omega}.
\end{equation}
The second term is odd in $\mathbf k$. Both $\omega$ and $k_iv_{g,j}$ are even, so this term contributes to neither $e$ nor $\Pi_{ij}$. The remaining part is isotropic, hence $\Pi_{ij}$ is $\delta_{ij}$ times its trace over $d$. The trace is
\begin{equation}
\sum_i\Pi_{ii}=\sum (\mathbf k\cdot v\hat{\mathbf k})\,n=\sum vk\,n=e,
\qquad\text{so}\qquad \Pi_{ij}=\frac ed\,\delta_{ij}.
\end{equation}
The two laws become $\partial_te=-v^2\nabla\cdot\mathbf p$ and $\partial_t\mathbf p=-\nabla e/d$. Differentiate the first in time and insert the second:
\begin{equation}
\partial_t^2e=-v^2\nabla\cdot\partial_t\mathbf p=\frac{v^2}{d}\nabla^2e .
\end{equation}
In first order $\delta e=C\,\delta T$, with $C$ the uniform heat capacity, so $\delta T$ obeys the same equation. A plane wave $e^{i(\mathbf q\cdot\mathbf r-\Omega t)}$ gives $\Omega^2=v^2q^2/d$, a real frequency, and
\begin{equation}
\boxed{v_{II}=\frac{v}{\sqrt d}}
\end{equation}

The factor $1/d$ is the mean of $\cos^2\theta$ over directions: a phonon at angle $\theta$ to the wave carries only part of its momentum, at only part of its speed, along the wave. In $d=1$ each phonon moves along the line, $\Pi=e$ for any occupation, and $v_{II}=v$ needs no local equilibrium. Numerical derivatives of the full drifting distribution give $v_{II}/v=1.000000$, $0.707107$ and $0.577350$ for $d=1,2,3$.

For $d>1$ the collisions are essential. Without them, in $d=3$, a disturbance $\cos qx$ that starts equal in all directions is carried off at velocity $v\mu$ along $x$, where $\mu=\cos\theta$. Its amplitude becomes
\begin{equation}
\frac12\int_{-1}^{1}e^{-iqv\mu t}\,d\mu=\frac{\sin qvt}{qvt}.
\end{equation}
After one ideal second-sound period, $qvt=2\pi\sqrt3$, this is $-0.0913$. With normal collisions at $qv\tau_N=0.01$ the amplitude at that time is $0.9856$.

\subsection*{(c) Damping}

Take constant relaxation times and a disturbance varying along $x$. Let $\varphi(\hat{\mathbf k})$ be the energy disturbance per direction, normalized so that its directional average is $\langle\varphi\rangle=\delta e$. Define $m=\langle\mu\varphi\rangle=vp_x$. Normal collisions drive $\varphi$ towards $\delta e+d\mu m$, which has the same energy and, since $\langle\mu^2\rangle=1/d$, the same momentum. Resistive collisions drive it towards $\delta e$:
\begin{equation}
\partial_t\varphi+v\mu\,\partial_x\varphi=-\frac{\varphi-\delta e-d\mu m}{\tau_N}-\frac{\varphi-\delta e}{\tau_R}.
\end{equation}
Averaging with weights $1$ and $\mu$ gives
\begin{equation}
\partial_t\delta e=-v\,\partial_xm,\qquad \partial_tm=-v\,\partial_x\langle\mu^2\varphi\rangle-\frac m{\tau_R}.
\end{equation}
Write $\varphi=\delta e+d\mu m+\varphi_1$. To first order in $\tau_N$, $\varphi_1$ follows from putting the local-equilibrium form into the left side, with the undamped laws $\partial_t\delta e=-v\partial_xm$ and $\partial_tm=-(v/d)\partial_x\delta e$:
\begin{align}
\varphi_1&=-\tau_N\left[-v\partial_xm-v\mu\,\partial_x\delta e+v\mu\,\partial_x\delta e+dv\mu^2\partial_xm\right]\notag\\
&=-\tau_Nv\,(d\mu^2-1)\,\partial_xm .
\end{align}
The fourth moment is needed. Rotational symmetry requires $\langle\hat k_i\hat k_j\hat k_k\hat k_l\rangle=A(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})$. Setting $i=j$, $k=l$ and summing gives $1=A(d^2+2d)$, so $\langle\mu^4\rangle=3A=3/[d(d+2)]$. Then
\begin{equation}
\langle\mu^2\varphi_1\rangle=-\tau_Nv\left(\frac3{d+2}-\frac1d\right)\partial_xm=-\frac{2(d-1)}{d(d+2)}\,\tau_Nv\,\partial_xm .
\end{equation}
For solutions proportional to $e^{iqx+\lambda t}$ the two averaged laws read
\begin{equation}
\lambda\,\delta e=-ivq\,m,\qquad \lambda m=-\frac{ivq}{d}\,\delta e-2\Gamma m,
\end{equation}
\begin{equation}
\Gamma=\frac{(d-1)v^2q^2\tau_N}{d(d+2)}+\frac1{2\tau_R}.
\end{equation}
Eliminating $\delta e$ gives $\lambda^2+2\Gamma\lambda+v^2q^2/d=0$, so
\begin{equation}
\lambda=-\Gamma\pm i\sqrt{v^2q^2/d-\Gamma^2}.
\end{equation}
For $\Gamma<vq/\sqrt d$ the wave oscillates and its amplitude decays as $e^{-\Gamma t}$. This result holds to first order in $\tau_N$. The square of the normal part of $\Gamma$ under the root is not a reliable frequency shift, because other terms of order $\tau_N^2$ were dropped in $\varphi_1$. For $d>1$ a wave with little damping needs both $\Omega\tau_N\ll1$ and $\Omega\tau_R\gg1$; for $d=1$ the normal part of $\Gamma$ vanishes and only the second condition remains. If momentum loss makes $\Gamma>vq/\sqrt d$, the oscillation disappears, and the slower of the two solutions decays at a rate below $\Gamma$. In $d=3$, where $v^2q^2=3\Omega^2$, the normal part of $\Gamma$ is $\tfrac25\Omega^2\tau_N$.

\subsection*{(d) NaCl at 5 K}

\paragraph{Ideal speed.} A crystal has three branches with speeds $c_s(\hat{\mathbf k})$. For a cubic crystal of density $\rho$ they follow from the elastic wave equation for the polarization $\boldsymbol\epsilon$,
\begin{equation}
\rho c^2\epsilon_i=\sum_j\left[C_{44}\delta_{ij}+(C_{12}+C_{44})\hat k_i\hat k_j+(C_{11}-C_{12}-2C_{44})\hat k_i^2\delta_{ij}\right]\epsilon_j .
\end{equation}
The single speed is chosen to keep the number of low-frequency modes, and so the heat capacity: $v^{-3}=\tfrac13\langle\sum_sc_s^{-3}\rangle$. With $\rho=4(23+35.5)/5.6^3=1.3325$ u/angstrom$^3$ this gives $v=30.21$ angstrom/ps and
\begin{equation}
v_{II}=\frac{30.21}{\sqrt3}=17.44\ \text{angstrom/ps},\quad\text{or about }1.7\ \text{km/s}.
\end{equation}

\paragraph{Unequal branches.} Keep $\omega=c_s(\hat{\mathbf k})k$, for which $\mathbf k\cdot\mathbf v_g=\omega$. Since $n_0$ depends on $\omega/T$, $\partial n_0/\partial T=(\omega/T)(-n_0')$ and $TC=\sum\omega^2(-n_0')$. Cubic symmetry makes second-rank tensors isotropic, so
\begin{equation}
\sum\omega k_iv_{g,j}(-n_0')=\frac{\delta_{ij}}3\sum\omega^2(-n_0')=\frac{TC}3\,\delta_{ij}.
\end{equation}
Hence $\mathbf J=(TC/3)\mathbf u$, $\delta\Pi_{ij}=(C/3)\,\delta T\,\delta_{ij}$ and $\mathbf p=M\mathbf u$ with $M=\tfrac13\sum k^2(-n_0')$. The conservation laws give $\partial_t^2\delta T=(TC/9M)\nabla^2\delta T$. Substituting $k=\omega/c_s$ in the radial integrals,
\begin{equation}
v_{II}^2=\frac{TC}{9M}=\frac13\,\frac{\sum\omega^2(-n_0')}{\sum k^2(-n_0')}=\frac13\,\frac{\langle\sum_sc_s^{-3}\rangle}{\langle\sum_sc_s^{-5}\rangle}.
\end{equation}
This gives $15.88$ angstrom/ps, $9\%$ below the single-speed value. Slow phonons carry more momentum per unit energy and add inertia. The dispersion also bends. The sine law $\omega=(2vK/\pi)\sin(\pi k/2K)$, flat at the nearest zone boundary $K=\sqrt3\pi/a$, lowers the single-speed result by about $2\%$.

\paragraph{Momentum loss.} The chlorine masses vary with variance $\langle\delta m^2\rangle=0.75$ u$^2$. In a wave of displacement amplitude $s$, a site with excess mass $\delta m$ acts on the medium as a point force $F=\delta m\,\omega^2s$. With equal speeds each displacement component obeys a scalar wave equation, and the response to a unit force is $G=e^{i\omega r/v}/(4\pi\rho v^2r)$, with $\operatorname{Im}G(0)=\omega/(4\pi\rho v^3)$. The radiated power is $\tfrac12\omega F^2\operatorname{Im}G(0)$. Dividing by the incident energy density $\tfrac12\rho\omega^2s^2$ and multiplying by the chlorine density $n_s=4/a^3$ gives the scattering rate
\begin{equation}
\frac1{\tau(\omega)}=\frac{n_s\langle\delta m^2\rangle\,\omega^4}{4\pi\rho^2v^3}.
\end{equation}
The waves leave equally in opposite directions, so this is also the rate of momentum loss. In a drifting gas the momentum at $x=\omega/T$ has weight $k^4(-n_0')\propto x^4e^x/(e^x-1)^2$, for which $\langle x^4\rangle=1558.5$. The thermal energy is $4.309\times10^{-4}$ eV, a frequency of $0.655$ ps$^{-1}$, so
\begin{equation}
\frac1{\tau_R}=\frac{1558.5\,(4/5.6^3)(0.75)(0.655)^4}{4\pi(1.3325)^2(30.21)^3}\ \text{ps}^{-1},\qquad \tau_R\approx1.26\times10^5\ \text{ps}.
\end{equation}
The second-sound period is $10^6/17.44=5.73\times10^4$ ps, so $\Omega\tau_R\approx14$. If normal collisions held the gas in local equilibrium and added no damping of their own, mass disorder would leave a fraction $e^{-5.73/(2\times12.58)}\approx0.80$ of the amplitude after one period. These numbers belong to the single-speed linear model. With the speed $15.88$ angstrom/ps the period is $6.3\times10^4$ ps, $\Omega\tau_R\approx12.5$ and the fraction is $0.78$. The momentum loss is weighted near $x\approx8$, where the bending of the dispersion already raises the density of states. In a lattice of springs with the same elastic constants this shortens $\tau_R$ by nearly $20\%$, to $\Omega\tau_R\approx10$ and a fraction near $0.7$. The conclusion $\Omega\tau_R\gg1$ survives, but only the first figure of these values is secure.

Umklapp collisions, which change the total momentum by a reciprocal lattice vector, also destroy momentum. When two phonons merge in this way, their summed wave vector must reach the zone boundary, so one of them has $k\ge K/2$. With the sine law and the slowest speed $\sqrt{C_{44}/\rho}$ its energy is at least about $7\times10^{-3}$ eV, and its Boltzmann factor is about $8\times10^{-8}$. This suggests that umklapp is weak at $5$ K, though its rate is not computed here.

\paragraph{Are normal collisions fast enough?} Normal damping equals the mass-disorder damping when $\tfrac25\Omega^2\tau_N=1/(2\tau_R)$, that is
\begin{equation}
\tau_N=\frac{5\tau_R}{4(\Omega\tau_R)^2}=\frac{5(1.258\times10^5)}{4(13.79)^2}\approx8.3\times10^2\ \text{ps}.
\end{equation}
Normal scattering comes from anharmonic forces, whose leading rate grows as the square of the strain. A crude scale is thus the thermal frequency times the mean square thermal strain, estimated as the thermal energy density over $\rho v^2$, here $3.4\times10^{-8}$. It gives $\tau_N\sim1/(0.655\times3.4\times10^{-8})\approx4\times10^7$ ps. The omitted prefactor may shorten this time by orders of magnitude, because much of the heat is carried by phonons with $\omega$ several times $T$, which scatter faster, and because anharmonic coefficients can be large. Equal damping would need a factor of about $5\times10^4$, and $\Omega\tau_N=1$ a factor of about $5\times10^3$. This scale alone therefore cannot settle whether local equilibrium holds.

\paragraph{Reading for the real crystal.} The elastic and lattice data are rough values typical of cold NaCl, so the ideal speed deserves at most two figures. Unequal branches, together with the dependence of their speeds on direction, lower it by about $9\%$, and bending, on the sine-law estimate, by about $2\%$; together they bring it to about $1.6$ km/s. The more serious doubt concerns local equilibrium: the crude scale puts $\Omega\tau_N$ far above one, but its prefactor is unknown. If $\Omega\tau_N$ is indeed large, normal collisions are too rare to sustain the wave of part (b). The value $1.7$ km/s is the ideal limit of the single-speed model, and it does not predict an observable second-sound wave in natural NaCl at this temperature and wavelength. Sample walls, other defects and the coupling to ordinary sound through thermal expansion are left out. The computed values are collected in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
computed v_II/v, d=1: 1.000000
computed v_II/v, d=2: 0.707107
computed v_II/v, d=3: 0.577350
signal after one period, tau_N*q*v=0.01: 0.9856
signal at same time, no collisions: -0.0913
NaCl, rough inputs
temperature: 5.0 K
thermal energy kT: 4.309e-04 eV
lattice constant: 5.6 angstrom
C11, C12, C44: 0.360, 0.070, 0.083 eV/angstrom^3
Na mass: 23.0 u
Cl masses: 35.0, 37.0 u
Cl shares: 0.75, 0.25
Cl mass variance: 0.750 u^2
mass density: 1.3325 u/angstrom^3
Debye-average speed v: 30.21 angstrom/ps
ideal second sound v/sqrt(3): 17.44 angstrom/ps
same, converted: 1744 m/s
with real branches: 15.88 angstrom/ps
shift from branches and anisotropy: -8.93 %
shift from bent dispersion: -1.83 %
second-sound wavelength: 1.0e+06 angstrom
second-sound period: 5.733e+04 ps
drift average of (omega/T)^4: 1558.5
mass-disorder time tau_R: 1.258e+05 ps
Omega*tau_R: 13.79
amplitude left per period, disorder only: 0.796
tau_N for equal normal damping: 8.272e+02 ps
mean square thermal strain: 3.43e-08
crude tau_N scale, unknown prefactor: 4.4e+07 ps
crude tau_N / required tau_N: 5.4e+04
lowest umklapp phonon energy: 7.06e-03 eV
its Boltzmann factor: 7.7e-08
\end{verbatim}
